**Fermi level by bisection with a guaranteed error bound**

The program finds the Fermi level $\mu^*$ at which holes, electrons and charged dopants balance, for dopants of fixed number and for sites open to the vapour. After $k$ halvings of a bracket of width $W$, the midpoint error is at most $W/2^{k+1}+2rP^*/[(1-r)\kappa]$. Here $r$ is the relative error of the evaluated positive and negative charge totals, $P^*$ is the positive total at the root, and $\kappa$ is a lower bound on the magnitude of the slope of the charge. The program asserts the variance law for the slope against finite differences, the monotonic totals on a grid, and the bracket and error bound for 150 random dopant sets. It also asserts that the charge, evaluated from the defining integrals in 25-digit arithmetic, changes sign across the claimed error interval. In the four-dopant example at 900 K, 23 halvings give 0.962975 eV with a bound of $5.9\times10^{-7}$ eV, conditional on the assumed $r=10^{-10}$. In a compensated case with deliberately reversed signs, the error far exceeds $W/2^{k+1}$ but stays within the full bound.

## Numerical check

```python
"""Equilibrium Fermi level of a semiconductor with several charged dopants.

Result under test: the total charge rho(mu) falls strictly with the Fermi
level mu, and bisection from an explicit bracket of width W has, after k
halvings, a midpoint error of at most
    W / 2**(k+1) + 2 r Pstar / ((1-r) kappa).
r      relative error bound of the evaluated positive and negative totals
Pstar  positive charge density at the root
kappa  lower bound on |d rho / d mu|
mu is measured from the valence-band top. Energies in eV, densities in cm^-3.
A unit is (density, charges, energies, degeneracies) of a dopant atom or of
a lattice site open to the vapour; state weight = g exp(-(E + q mu)/kT).
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

temperature = 900.0
gap = 1.2
mass_e, mass_h = 0.2, 0.5
kT = const.k * temperature / const.e


def band_density(mass):
    s = mass * const.m_e * const.k * temperature / (2 * np.pi * const.hbar**2)
    return 2 * s**1.5 * 1e-6


Nc, Nv = band_density(mass_e), band_density(mass_h)

# Fermi-Dirac integrals with x = t^2: smooth even integrand, trapezoid rule
step = 0.01
t = step * np.arange(1401)
end_weight = np.ones_like(t)
end_weight[0] = 0.5


def fd_half(eta):
    return 4 / math.sqrt(math.pi) * step * np.sum(t**2 * expit(eta - t**2))


def fd_minus_half(eta):
    return 2 / math.sqrt(math.pi) * step * np.sum(
        end_weight * expit(eta - t**2))


def electrons(mu):
    return Nc * fd_half((mu - gap) / kT)


def holes(mu):
    return Nv * fd_half(-mu / kT)


def make_unit(density, q, energy, g):
    return density, np.array(q, float), np.array(energy, float), np.array(
        g, float)


def populations(unit, mu):
    density, q, energy, g = unit
    a = np.log(g) - (energy + q * mu) / kT
    w = np.exp(a - a.max())
    return density * w / w.sum()


def totals(units, mu):
    """Positive and negative charge densities."""
    plus, minus = holes(mu), electrons(mu)
    for u in units:
        c = populations(u, mu)
        plus += np.sum(c * np.maximum(u[1], 0))
        minus += np.sum(c * np.maximum(-u[1], 0))
    return plus, minus


def charge(units, mu):
    plus, minus = totals(units, mu)
    return plus - minus


def carrier_slopes(mu):
    """d n / d mu and |d p / d mu|."""
    return (Nc * fd_minus_half((mu - gap) / kT) / kT,
            Nv * fd_minus_half(-mu / kT) / kT)


def charge_slope(units, mu):
    """Slope from the variance law."""
    s = -sum(carrier_slopes(mu))
    for u in units:
        prob = populations(u, mu) / u[0]
        mean = np.sum(prob * u[1])
        s -= u[0] * np.sum(prob * (u[1] - mean)**2) / kT
    return s


def bracket(units):
    d_plus = sum(u[0] * max(0.0, u[1].max()) for u in units)
    d_minus = sum(u[0] * max(0.0, -u[1].min()) for u in units)
    c = 1.5 * math.sqrt(math.pi)
    tail = math.exp(-gap / kT)
    low = -kT * (c * (d_minus + Nc * tail) / Nv)**(2 / 3)
    high = gap + kT * (c * (d_plus + Nv * tail) / Nc)**(2 / 3)
    return float(low), float(high)


def bisect(is_positive, low, high, halvings):
    """Midpoints after 0, 1, ..., halvings halvings."""
    mids = [0.5 * (low + high)]
    for _ in range(halvings):
        if is_positive(mids[-1]):
            low = mids[-1]
        else:
            high = mids[-1]
        mids.append(0.5 * (low + high))
    return mids


center = gap / 2 + kT / 2 * math.log(Nv / Nc)
kappa = min(carrier_slopes(center))


def rounding_term(units, mu, r):
    return 2 * r * max(totals(units, mu)) / ((1 - r)**2 * kappa)


# High-precision road: defining integrals and direct Boltzmann sums
mp.mp.dps = 25


def fd_half_mp(eta):
    """Defining integral; exp(eta) is taken outside when eta is negative,
    because the quadrature controls the absolute error only."""
    eta = mp.mpf(eta)
    shift = min(eta, mp.mpf(0))
    small = mp.exp(shift)
    top = max(float(eta), 0.0) + 90
    points = [10 * i for i in range(int(top / 10) + 1)]
    val = mp.quad(lambda x: mp.sqrt(x) / (small + mp.exp(x - eta + shift)),
                  points)
    return small * val / mp.gamma(mp.mpf(3) / 2)


def charge_mp(units, mu):
    mu = mp.mpf(mu)
    total = Nv * fd_half_mp(-mu / kT) - Nc * fd_half_mp((mu - gap) / kT)
    for density, q, energy, g in units:
        q, energy, g = q.tolist(), energy.tolist(), g.tolist()
        w = [gi * mp.exp(-(ei + qi * mu) / kT)
             for qi, ei, gi in zip(q, energy, g)]
        total += density * sum(qi * wi for qi, wi in zip(q, w)) / sum(w)
    return total


donor = make_unit(2e18, [0, 1], [0, -1.15], [2, 1])
double_acceptor = make_unit(3e17, [0, -1, -2], [0, 0.10, 0.40], [1, 2, 1])
# states: neutral and ionized donor site, neutral and ionized acceptor site
amphoteric = make_unit(1e18, [0, 1, 0, -1], [0, -1.10, 0.70, 0.80],
                       [2, 1, 4, 1])
# states: host atom on the site, neutral acceptor, ionized acceptor
open_site = make_unit(2e22, [0, 0, -1], [0, 1.70, 1.80], [1, 4, 1])
units = [donor, double_acceptor, amphoteric, open_site]
low, high = bracket(units)
width = high - low

# Fermi-Dirac integral: accuracy over the bracket and the two inequalities
r = 1e-10
worst_fd = 0.0
for eta in (low / kT - gap / kT, -20.0, -3.0, 0.0, 4.0, 30.0, -low / kT):
    ref = fd_half_mp(eta)
    worst_fd = max(worst_fd, abs(float(float(fd_half(eta)) / ref - 1)))
assert worst_fd < 0.1 * r
for eta in np.linspace(-20, 100, 121):
    assert fd_half(eta) <= math.exp(eta) * (1 + 1e-12)
    if eta > 0:
        assert fd_half(eta) > 2 * eta**1.5 / (3 * math.sqrt(math.pi))

# Variance law against finite differences of the charge
h = 1e-4
worst_slope = 0.0
for mu in np.linspace(0.0, gap, 25):
    numeric = (charge(units, mu + h) - charge(units, mu - h)) / (2 * h)
    worst_slope = max(worst_slope,
                      abs(numeric / charge_slope(units, mu) - 1))
assert worst_slope < 1e-5

# Monotonic totals and the lower slope bound over the whole bracket
grid = np.linspace(low, high, 400)
parts = np.array([totals(units, mu) for mu in grid])
assert np.all(np.diff(parts[:, 0]) <= 0)
assert np.all(np.diff(parts[:, 1]) >= 0)
assert np.all(np.diff(parts[:, 0] - parts[:, 1]) < 0)
assert all(sum(carrier_slopes(mu)) >= kappa for mu in grid)

# Worked example: bisection, then an independent high-precision root
target = 1e-6
halvings = math.ceil(math.log2(width / (2 * target)))
mids = bisect(lambda m: charge(units, m) > 0, low, high, halvings)
mu_final = mids[-1]
round_err = float(rounding_term(units, mu_final, r))
bound = width / 2**(halvings + 1) + round_err
assert charge_mp(units, mu_final - bound) > 0
assert charge_mp(units, mu_final + bound) < 0
root = float(mp.findroot(lambda m: charge_mp(units, m) / 1e18,
                         (mu_final - 1e-4, mu_final + 1e-4),
                         solver="secant", tol=1e-16, verify=False))
assert abs(charge(units, root)) < 1e-10 * totals(units, root)[0]
p_star = totals(units, root)[0]
assert all(max(row) >= p_star * (1 - 1e-10) for row in parts)
for k, mid in enumerate(mids):
    err = abs(mid - root)
    assert err <= width / 2**(k + 1) + round_err
    assert abs(math.log(electrons(mid) / electrons(root))) <= err / kT + 1e-9
    for u in units:
        ratio = np.log(populations(u, mid) / populations(u, root))
        assert np.all(np.abs(ratio) <= np.ptp(u[1]) * err / kT + 1e-9)

# Random dopant sets, including negative-U and amphoteric ones
rng = np.random.default_rng(7)
sets = 150
largest_ratio = 0.0
for _ in range(sets):
    trial = []
    for _ in range(rng.integers(1, 5)):
        m = rng.integers(2, 5)
        trial.append(make_unit(10**rng.uniform(15, 20),
                               rng.integers(-2, 3, m),
                               rng.uniform(-1, 1, m), rng.integers(1, 5, m)))
    a, b = bracket(trial)
    assert charge(trial, a) > 0 > charge(trial, b)
    ref = brentq(lambda m: charge(trial, m), a, b, xtol=1e-13)
    for k, mid in enumerate(bisect(lambda m: charge(trial, m) > 0, a, b, 20)):
        limit = (b - a) / 2**(k + 1)
        # slack covers double-precision rounding of the charge
        assert abs(mid - ref) <= limit + 1e-9
        largest_ratio = max(largest_ratio, abs(mid - ref) / limit)

# Adversary: flips each sign that a relative error r_bad could flip
r_bad = 1e-4
pair = [make_unit(1e18, [0, 1], [0, -1.15], [2, 1]),
        make_unit(1e18, [0, -1], [0, 0.05], [4, 1])]


def corrupted_sign(mu):
    plus, minus = totals(pair, mu)
    truth = plus > minus
    can_flip = abs(plus - minus) <= r_bad * (plus + minus)
    return (not truth) if can_flip else truth


a, b = bracket(pair)
k_bad = 25
bad_mid = bisect(corrupted_sign, a, b, k_bad)[-1]
pair_root = brentq(lambda m: charge(pair, m), a, b, xtol=1e-13)
bad_error = abs(bad_mid - pair_root)
bad_half_width = (b - a) / 2**(k_bad + 1)
bad_bound = bad_half_width + rounding_term(pair, bad_mid, r_bad)
assert 10 * bad_half_width < bad_error <= bad_bound

# The donor raises the Fermi level and the uptake of the open acceptor
bare = units[1:]
a2, b2 = bracket(bare)
k2 = math.ceil(math.log2((b2 - a2) / (2 * target)))
mu_bare = bisect(lambda m: charge(bare, m) > 0, a2, b2, k2)[-1]
uptake = populations(open_site, mu_final)[1:].sum()
uptake_bare = populations(open_site, mu_bare)[1:].sum()
assert mu_final > mu_bare and uptake > uptake_bare


def show(label, value, unit="", fmt=".4e"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", temperature, "K", ".0f")
show("gap", gap, "eV", ".2f")
print(f"electron, hole mass: {mass_e}, {mass_h} electron masses")
show("kT", kT, "eV", ".6f")
show("Nc", Nc, "cm^-3")
show("Nv", Nv, "cm^-3")
for name, u in zip(("donor", "double acceptor", "amphoteric", "open site"),
                   units):
    print(f"{name}: N={u[0]:.1e} cm^-3, q={u[1].astype(int).tolist()}, "
          f"E={u[2].tolist()} eV, g={u[3].astype(int).tolist()}")
show("bracket low end A", low, "eV", ".6f")
show("bracket high end B", high, "eV", ".6f")
show("bracket width W", width, "eV", ".6f")
show("charge at A", charge(units, low), "cm^-3")
show("charge at B", charge(units, high), "cm^-3")
show("target half-width", target, "eV", ".1e")
show("halvings needed", halvings, "", "d")
for k in (0, 1, 2, 3, 5, 10, 15, halvings):
    print(f"k={k}: midpoint {mids[k]:.8f} eV, error {abs(mids[k]-root):.2e}"
          f" eV, W/2^(k+1) {width/2**(k+1):.2e} eV")
show("high-precision root", root, "eV", ".10f")
show("point c used for kappa", center, "eV", ".6f")
show("kappa", kappa, "cm^-3 eV^-1")
show("actual |slope| at root", -charge_slope(units, root), "cm^-3 eV^-1")
show("assumed relative evaluation error r", r, "", ".0e")
show("largest sampled Fermi integral error", worst_fd, "", ".1e")
show("evaluation-error term", round_err, "eV", ".2e")
show("full error bound", bound, "eV", ".3e")
show("bound on relative error of n", math.expm1(bound / kT), "", ".2e")
show("electrons n", electrons(mu_final), "cm^-3")
show("holes p", holes(mu_final), "cm^-3")
for name, u in zip(("donor [0,+]", "double acceptor [0,-,2-]",
                    "amphoteric [D0,D+,A0,A-]"), units):
    print(f"{name}: " + ", ".join(f"{c:.4e}" for c in
                                  populations(u, mu_final)) + " cm^-3")
c0, c1 = populations(open_site, mu_final)[1:]
print(f"open acceptor [0,-]: {c0:.4e}, {c1:.4e} cm^-3")
show("positive total at root", p_star, "cm^-3")
show("open acceptor uptake", uptake, "cm^-3")
show("without donor: Fermi level", mu_bare, "eV", ".6f")
show("without donor: electrons n", electrons(mu_bare), "cm^-3")
show("without donor: open acceptor uptake", uptake_bare, "cm^-3")
show("variance law, worst relative deviation", worst_slope, "", ".1e")
print(f"random sets: {sets}, largest error/bound: {largest_ratio:.4f}")
print(f"adversary: donor = acceptor = {pair[0][0]:.0e} cm^-3, "
      f"levels {-pair[0][2][1]:.2f} and {pair[1][2][1]:.2f} eV, "
      f"r = {r_bad:.0e}, k = {k_bad}")
show("adversary: true root", pair_root, "eV", ".6f")
show("adversary: actual error", bad_error, "eV", ".3e")
show("adversary: W/2^(k+1) alone", bad_half_width, "eV", ".3e")
show("adversary: full bound", bad_bound, "eV", ".3e")
print("tests ok")
```

It prints:

```
temperature: 900 K
gap: 1.20 eV
electron, hole mass: 0.2, 0.5 electron masses
kT: 0.077556 eV
Nc: 1.1663e+19 cm^-3
Nv: 4.6101e+19 cm^-3
donor: N=2.0e+18 cm^-3, q=[0, 1], E=[0.0, -1.15] eV, g=[2, 1]
double acceptor: N=3.0e+17 cm^-3, q=[0, -1, -2], E=[0.0, 0.1, 0.4] eV, g=[1, 2, 1]
amphoteric: N=1.0e+18 cm^-3, q=[0, 1, 0, -1], E=[0.0, -1.1, 0.7, 0.8] eV, g=[2, 1, 4, 1]
open site: N=2.0e+22 cm^-3, q=[0, 0, -1], E=[0.0, 1.7, 1.8] eV, g=[1, 4, 1]
bracket low end A: -8.530283 eV
bracket high end B: 1.260202 eV
bracket width W: 9.790484 eV
charge at A: 4.0010e+22 cm^-3
charge at B: -3.6166e+19 cm^-3
target half-width: 1.0e-06 eV
halvings needed: 23
k=0: midpoint -3.63504048 eV, error 4.60e+00 eV, W/2^(k+1) 4.90e+00 eV
k=1: midpoint -1.18741940 eV, error 2.15e+00 eV, W/2^(k+1) 2.45e+00 eV
k=2: midpoint 0.03639114 eV, error 9.27e-01 eV, W/2^(k+1) 1.22e+00 eV
k=3: midpoint 0.64829641 eV, error 3.15e-01 eV, W/2^(k+1) 6.12e-01 eV
k=5: midpoint 1.10722536 eV, error 1.44e-01 eV, W/2^(k+1) 1.53e-01 eV
k=10: midpoint 0.95902956 eV, error 3.95e-03 eV, W/2^(k+1) 4.78e-03 eV
k=15: midpoint 0.96306311 eV, error 8.82e-05 eV, W/2^(k+1) 1.49e-04 eV
k=23: midpoint 0.96297499 eV, error 1.27e-07 eV, W/2^(k+1) 5.84e-07 eV
high-precision root: 0.9629748670 eV
point c used for kappa: 0.653298 eV
kappa: 1.3047e+17 cm^-3 eV^-1
actual |slope| at root: 2.6494e+19 cm^-3 eV^-1
assumed relative evaluation error r: 1e-10
largest sampled Fermi integral error: 2.0e-16
evaluation-error term: 3.16e-09 eV
full error bound: 5.867e-07 eV
bound on relative error of n: 7.57e-06
electrons n: 5.4002e+17 cm^-3
holes p: 1.8676e+14 cm^-3
donor [0,+]: 3.0417e+17, 1.6958e+18 cm^-3
double acceptor [0,-,2-]: 8.5508e+08, 1.1627e+14, 2.9988e+17 cm^-3
amphoteric [D0,D+,A0,A-]: 1.2477e+17, 3.6507e+17, 3.0012e+13, 5.1014e+17 cm^-3
open acceptor [0,-]: 2.4182e+13, 4.1104e+17 cm^-3
positive total at root: 2.0611e+18 cm^-3
open acceptor uptake: 4.1107e+17 cm^-3
without donor: Fermi level: 0.846579 eV
without donor: electrons n: 1.2193e+17 cm^-3
without donor: open acceptor uptake: 9.1669e+16 cm^-3
variance law, worst relative deviation: 4.2e-07
random sets: 150, largest error/bound: 0.9999
adversary: donor = acceptor = 1e+18 cm^-3, levels 1.15 and 0.05 eV, r = 1e-04, k = 25
adversary: true root: 0.648292 eV
adversary: actual error: 6.216e-04 eV
adversary: W/2^(k+1) alone: 1.849e-08 eV
adversary: full bound: 1.545e-03 eV
tests ok
```
